# Merging Weighted Electrons into Two Particles: The Fourth Velocity Moment

## What symmetry fixes

A cluster of simulation electrons is to be replaced by two particles of equal weight. Since the weights are equal and the mean velocity \(\mathbf u\) must survive, the new velocities lie opposite each other about \(\mathbf u\):

\[
\mathbf v_\pm=\mathbf u\pm\mathbf d .
\]

The quantity of interest is the mean of \(|\mathbf v|^4\) over this pair. It has the dimension of velocity to the fourth power, and it is a polynomial of degree four in the components of \(\mathbf u\) and \(\mathbf d\). It is a scalar, so it contains these vectors through \(u^2\), \(d^2\) and \(\mathbf u\cdot\mathbf d\). Exchanging the two particles turns \(\mathbf d\) into \(-\mathbf d\) and changes nothing, so odd powers of \(\mathbf d\) are absent. Four terms remain:

\[
\tfrac12\left(|\mathbf v_+|^4+|\mathbf v_-|^4\right)
=a\,u^4+b\,u^2d^2+g\,d^4+h\,(\mathbf u\cdot\mathbf d)^2 .
\]

Special cases give the coefficients.

- For \(\mathbf d=0\) the left side is \(u^4\), so \(a=1\). For \(\mathbf u=0\) it is \(d^4\), so \(g=1\).
- For \(\mathbf d\perp\mathbf u\) both speeds squared equal \(u^2+d^2\). The left side is \(u^4+2u^2d^2+d^4\), so \(b=2\).
- For \(\mathbf d\parallel\mathbf u\) the left side is \(\tfrac12[(u+d)^4+(u-d)^4]=u^4+6u^2d^2+d^4\). Hence \(b+h=6\) and \(h=4\).

Therefore

\[
\tfrac12\left(|\mathbf v_+|^4+|\mathbf v_-|^4\right)
=(u^2+d^2)^2+4(\mathbf u\cdot\mathbf d)^2. \tag{1}
\]

Energy conservation will fix the length of \(\mathbf d\) but not its direction. The change in the fourth moment is thus not one number belonging to the cluster. It depends on a choice, and that choice enters through a single term.

## Six electrons by hand

Take six simulation particles in one spatial cell. Weights \(w_i\) are in units of \(10^5\) real electrons and velocities in \(10^6\) m/s. The squared speeds follow by adding squared components.

| \(w_i\) | \(\mathbf v_i\) | \(v_i^2\) |
|---|---|---|
| 1 | (2.2, 0.3, 0.1) | 4.94 |
| 2 | (1.9, −0.2, 0.3) | 3.74 |
| 1 | (1.6, 0.4, −0.2) | 2.76 |
| 3 | (2.0, 0.1, −0.3) | 4.10 |
| 2 | (2.3, −0.1, 0.2) | 5.34 |
| 1 | (1.8, 0.5, 0.4) | 3.65 |

Until units are needed again, velocities are plain numbers in this unit. Angle brackets denote the weighted mean, \(\langle f\rangle=\sum_i w_if_i/W\), with total weight \(W=\sum_iw_i=10\). Each new particle therefore has weight 5.

**Momentum.** The weighted velocity sums are 20.0, 0.9 and 0.4, so

\[
\mathbf u=(2.00,\,0.09,\,0.04),\qquad u^2=4.0097 .
\]

**Energy.** All particles have the electron mass per unit weight, so non-relativistic kinetic energy is conserved when \(\langle v^2\rangle\) is. Here

\[
\langle v^2\rangle=\frac{4.94+7.48+2.76+12.30+10.68+3.65}{10}=4.181 .
\]

For the pair, the cross terms \(\pm2\mathbf u\cdot\mathbf d\) cancel in the mean, which leaves \(u^2+d^2\). Equating the two values gives

\[
d^2=4.181-4.0097=0.1713,\qquad d=0.4139 .
\]

**Fourth moment before merging.** Squaring the last column and averaging gives

\[
\langle v^4\rangle=\frac{24.404+27.975+7.618+50.430+57.031+13.323}{10}=18.078 .
\]

**Fourth moment after merging.** The first term of (1) is \((u^2+d^2)^2=4.181^2=17.481\), whatever the direction. This is smaller than 18.078 by 0.597. The second term of (1) can range from zero to \(4d^2u^2=2.747\). Three choices of direction then give:

- Perpendicular to \(\mathbf u\): the change is \(-0.597\), or \(-3.3\%\) of the original fourth moment.
- Parallel to \(\mathbf u\): the change is \(2.747-0.597=2.150\), or \(+11.9\%\).
- At an angle \(\theta\) to \(\mathbf u\) with \(2.747\cos^2\theta=0.597\), hence \(\cos^2\theta=0.217\): the change is zero.

All three pairs have the same weight, momentum and kinetic energy. The third will be called the tuned pair.

## The general statement

Let the cluster have any number of particles with positive weights. Define the deviation \(\mathbf c=\mathbf v-\mathbf u\), for which \(\langle\mathbf c\rangle=0\), and the spread \(s^2=\langle|\mathbf c|^2\rangle\). Expanding \(|\mathbf u+\mathbf c|^2\) and averaging gives \(\langle v^2\rangle=u^2+s^2\). The energy condition \(u^2+d^2=u^2+s^2\) then requires \(d=s\), so every admissible pair has the form

\[
\mathbf v_\pm=\mathbf u\pm s\,\mathbf n,\qquad |\mathbf n|=1. \tag{2}
\]

The count agrees: two velocities have six components, momentum and energy impose four conditions, and the two angles of \(\mathbf n\) remain. If \(s=0\), all velocities were equal and merging leaves the velocity distribution unchanged.

For the original cluster, the definition of a variance gives

\[
\langle v^4\rangle=\langle v^2\rangle^2+\operatorname{Var}(v^2),
\qquad
\operatorname{Var}(v^2)=\left\langle\left(v^2-\langle v^2\rangle\right)^2\right\rangle .
\]

For the pair, (1) gives \(\langle v^2\rangle^2+4s^2(\mathbf u\cdot\mathbf n)^2\), with the same \(\langle v^2\rangle\). Subtracting, the change per unit weight, after minus before, is

\[
\boxed{\;\Delta=4s^2(\mathbf u\cdot\mathbf n)^2-\operatorname{Var}(v^2)\;} \tag{3}
\]

The change in the weighted sum \(\sum_i w_iv_i^4\) is \(W\Delta\).

The meaning is clearest in energies. With \(\varepsilon=\tfrac12mv^2\), where \(m\) is the electron mass, \(\langle v^4\rangle\) is \(4\langle\varepsilon^2\rangle/m^2\). Since the mean energy is already conserved, keeping the fourth moment is the same as keeping the variance of the energy. The first term of (3) is the variance of \(v^2\) that the pair can carry, and the second is the variance that the cluster had.

As \(\mathbf n\) turns, \((\mathbf u\cdot\mathbf n)^2\) takes every value from 0 to \(u^2\). Hence

\[
-\operatorname{Var}(v^2)\le\Delta\le4s^2u^2-\operatorname{Var}(v^2),
\]

and for nonzero \(u\) and \(s\) the change can be made zero if and only if

\[
\operatorname{Var}(v^2)\le4s^2u^2,\qquad
\cos^2\theta=\frac{\operatorname{Var}(v^2)}{4s^2u^2}. \tag{4}
\]

If \(\mathbf n\) is drawn isotropically, the average of \(n_in_j\) is \(\delta_{ij}/3\): the off-diagonal averages vanish by reflection, and the three equal diagonal ones add up to 1. The average change is therefore

\[
\overline{\Delta}=\tfrac43s^2u^2-\operatorname{Var}(v^2). \tag{5}
\]

For the six electrons this is \(2.747/3-0.597=0.319\). Random directions are thus not neutral for this cluster.

## Where the variance comes from

Write \(v^2=u^2+2\mathbf u\cdot\mathbf c+c^2\) and subtract the mean \(u^2+s^2\). The deviation is \(2\mathbf u\cdot\mathbf c+(c^2-s^2)\). Squaring and averaging gives

\[
\operatorname{Var}(v^2)=4\,\mathbf u\cdot\mathsf P\cdot\mathbf u
+4\,\mathbf u\cdot\mathbf q+\operatorname{Var}(c^2), \tag{6}
\]

with \(\mathsf P=\langle\mathbf c\mathbf c\rangle\) and \(\mathbf q=\langle\mathbf c\,c^2\rangle\). The part \(-4s^2\langle\mathbf u\cdot\mathbf c\rangle\) of the cross term vanishes because \(\langle\mathbf c\rangle=0\).

**Small clusters.** Shrink all deviations by a factor \(\lambda\) while \(\mathbf u\ne0\) stays fixed. Then \(s^2\) and \(\mathsf P\) scale as \(\lambda^2\), \(\mathbf q\) as \(\lambda^3\), and \(\operatorname{Var}(c^2)\) as \(\lambda^4\):

\[
\Delta(\lambda)=4\lambda^2\left[s^2(\mathbf u\cdot\mathbf n)^2-\mathbf u\cdot\mathsf P\cdot\mathbf u\right]
-4\lambda^3\,\mathbf u\cdot\mathbf q-\lambda^4\operatorname{Var}(c^2).
\]

For a general fixed direction the error is quadratic in the cluster size. With \(\mathbf n=(1,2,2)/3\), halving \(\lambda\) from 0.002 to 0.001 in the six-electron cluster gave a measured order of 2.000.

The tuned angle tends to

\[
\cos^2\theta\to\frac{\hat{\mathbf u}\cdot\mathsf P\cdot\hat{\mathbf u}}{s^2}\le1,
\qquad \hat{\mathbf u}=\mathbf u/u .
\]

The bound holds because \(s^2\) is the trace of \(\mathsf P\), the sum of the spreads along three perpendicular axes, none of them negative. If some spread lies across \(\mathbf u\), the limit is below 1 and a sufficiently small cluster can be tuned. If all deviations lie along \(\mathbf u\), the limit equals 1, and (4) fails for the shrunken cluster when \(4\lambda^3\,\mathbf u\cdot\mathbf q+\lambda^4\operatorname{Var}(c^2)>0\). For small \(\lambda\) the sign of \(\mathbf u\cdot\mathbf q\) decides, unless it is zero.

For the six electrons the limit is 0.247, while the full-size cluster needs 0.217. The difference comes from the last two terms of (6). The term \(\operatorname{Var}(c^2)=0.0065\) contributes \(+0.0024\), so the skewness term contributes about \(-0.032\).

**Change of frame.** Momentum and energy conservation together hold in every Galilean frame. Conservation of the fourth moment does not carry over. In the frame moving with the cluster the drift is zero, and (3) with (6) becomes

\[
\Delta_{\rm c}=-\operatorname{Var}(c^2)\le0 .
\]

No direction can prevent this loss, because both new particles have the same speed \(s\) in that frame. For the six electrons it is \(-0.0065\). Tuning therefore refers to a chosen frame. For electrons colliding with slow gas atoms the laboratory frame is the natural one, since the collision energy is then nearly the laboratory energy of the electron.

## A Maxwellian cluster

Suppose that a cluster is wide enough to contain a whole Maxwellian, with variance \(\sigma^2\) per axis and drift speed \(U\). Then \(s^2=3\sigma^2\), \(\mathbf q=0\) by symmetry, and \(\mathbf u\cdot\mathsf P\cdot\mathbf u=\sigma^2U^2\). A Gaussian component has \(\langle c_x^4\rangle=3\sigma^4\), and two different components have \(\langle c_x^2c_y^2\rangle=\sigma^4\). The square of \(c_x^2+c_y^2+c_z^2\) contains three terms of the first kind and six of the second, so

\[
\langle c^4\rangle=(9+6)\sigma^4=15\sigma^4,\qquad
\operatorname{Var}(c^2)=15\sigma^4-9\sigma^4=6\sigma^4 .
\]

Without drift the pair has \(s^4=9\sigma^4\). The fourth moment falls to \(9/15=3/5\) of its value for every direction: two particles of equal speed cannot represent both the slow core and the fast tail.

With drift, (6) gives \(\operatorname{Var}(v^2)=4\sigma^2U^2+6\sigma^4\). Isotropic directions then give, from (5),

\[
\overline\Delta=4\sigma^2U^2-4\sigma^2U^2-6\sigma^4=-6\sigma^4,
\]

which does not depend on the drift. Tuning requires

\[
4\sigma^2U^2+6\sigma^4\le12\sigma^2U^2
\quad\Longleftrightarrow\quad U^2\ge\tfrac34\sigma^2 .
\]

With the temperature \(T=m\sigma^2\) in energy units, the drift energy must satisfy \(\tfrac12mU^2\ge\tfrac38T\). At 3 eV this is 1.125 eV.

## The algorithm

For each spatial cell:

1. Sort the electrons into velocity cells. Leave groups of fewer than three alone, since replacing two particles by two saves nothing.
2. For each remaining group compute \(W\), \(\mathbf u\), \(\langle v^2\rangle\), \(s^2\) and \(\operatorname{Var}(v^2)\). Forming \(s^2\) from \(|\mathbf v-\mathbf u|^2\) avoids subtracting two nearly equal numbers.
3. Set \(\cos^2\theta=\min\{1,\operatorname{Var}(v^2)/(4s^2u^2)\}\). If \(u=0\) or \(s=0\), the quotient is undefined and any direction serves, because \(\Delta\) is then independent of \(\mathbf n\).
4. Choose unit vectors \(\mathbf e_1,\mathbf e_2\) perpendicular to \(\mathbf u\) and to each other, and an azimuth \(\chi\). Set
\[
\mathbf n=\cos\theta\,\hat{\mathbf u}+\sin\theta\,(\cos\chi\,\mathbf e_1+\sin\chi\,\mathbf e_2).
\]
5. Write two particles of weight \(W/2\) with velocities (2), at the weighted mean position.

When the minimum in step 3 selects 1 because (4) fails, \(\Delta\) is still negative, but it is the smallest loss available. The azimuth does not enter \(\Delta\). It may be drawn at random, so that no transverse axis is preferred over many merges.

For the six electrons, let \(\mathbf e_1\) be the normalized part of the \(z\) axis perpendicular to \(\mathbf u\), and take \(\chi=0\). Then \(\mathbf n=(0.448,0.020,0.894)\), and

\[
\mathbf v_+=(2.185,\,0.098,\,0.410),\qquad
\mathbf v_-=(1.815,\,0.082,\,-0.330).
\]

An electron at \(10^6\) m/s has 2.843 eV. The cluster has mean energy 11.886 eV and standard deviation 2.197 eV, and the tuned pair has energies 14.083 and 9.689 eV. These are the mean plus and minus the standard deviation, as they must be for two equally weighted values with that mean and variance.

## What the fourth moment does not protect

**Inelastic collisions.** Let a model process have a threshold of 12 eV and a cross section proportional to \(\varepsilon/12\,\text{eV}-1\) above it. The rate per electron is proportional to the mean of speed times cross section. With the scale of the cross section set to one, the values in \(10^6\) m/s are:

- original cluster: 0.160;
- perpendicular pair: 0;
- parallel pair: 0.463;
- tuned pair: 0.193.

The perpendicular pair puts both particles at the mean energy, just below threshold, and the process stops. The tuned pair conserves the fourth moment, yet its rate is about 20% above the original. Two main changes compete, while a slightly lower speed above the threshold reduces the rate by a further 3%. Three tenths of the cluster's weight lay above 12 eV, against half of the pair's, which raises the rate. The mean excess over the threshold, among the electrons above it, falls from 2.80 to 2.08 eV, which offsets much of the rise.

For a rate function \(R(\varepsilon)\) that is smooth across the cluster, tuning does better. Expanding about the mean energy \(\bar\varepsilon\) gives

\[
\langle R\rangle=R(\bar\varepsilon)+\tfrac12R''(\bar\varepsilon)\operatorname{Var}(\varepsilon)+\dots
\]

Both written terms are preserved, so the error starts with the third central moment of the energy. At a threshold the slope of \(R\) jumps and the expansion fails.

**Directional temperature.** The spread along the drift, \(m\,\hat{\mathbf u}\cdot\mathsf P\cdot\hat{\mathbf u}\), falls from 0.241 to 0.212 eV in the tuned merge. The total spread is conserved, so the difference goes into transverse motion.

**Energy flux.** Along the drift this is proportional to \(\langle v^2\,\mathbf v\cdot\hat{\mathbf u}\rangle\). It changes by \(-0.11\%\) for the tuned pair.

**Position.** Let the six electrons sit, in the order of the table, at 0.01, 0.03, 0.05, 0.06, 0.08 and 0.09 mm. Moving them to their mean position keeps the total charge and its first moment but removes the spatial variance. In a fixed field due to uncovered ions of uniform density \(n_{\rm i}\), varying along \(x\) alone, the potential energy of an electron is \(e^2n_{\rm i}x^2/(2\varepsilon_0)\) plus a linear function. The linear part is unaffected by the merge. The mean energy lost per electron is

\[
\frac{e^2n_{\rm i}}{2\varepsilon_0}\left(\langle x^2\rangle-\langle x\rangle^2\right),
\]

which is 5.3 meV for \(n_{\rm i}=10^{15}\ \text{m}^{-3}\). Conserving kinetic energy therefore does not conserve total energy.

**Relativity.** The first correction to the kinetic energy is \(\tfrac38mv^4/c_0^2\), with \(c_0\) the speed of light. Its mean is proportional to the fourth moment. The relativistic part is 0.43 meV per electron here, and the parallel merge shifts it by 0.05 meV.

## A whole population

The cluster rule was applied to 20,000 particles drawn from a 3 eV Maxwellian, with random weights between 1 and 3, all treated as one spatial cell. The velocity cells were cubes of side \(0.5\times10^6\) m/s, one of them centred on zero velocity. Merging 439 groups left 1137 particles. The same groups were used for each rule. Changes are relative to the whole population before merging:

| direction | fourth moment | inelastic rate |
|---|---|---|
| perpendicular | −2.72% | −11.3% |
| parallel | +5.17% | +19.0% |
| random | −0.17% | −0.21% |
| tuned | −0.0005% | +0.03% |

One group could not be tuned, and the remaining loss in the last row comes from it. It is the group in the cell around zero velocity, where \(u\) is small (0.016) and (4) is hardest to meet.

Random directions nearly keep the fourth moment here, although they did not for the six electrons. For these particles, redrawing the directions gives a mean change of about \(-0.09\%\) with a standard deviation of 0.15%. If the particles fill a cubic cell almost evenly, \(\mathsf P\) is nearly isotropic, \(\mathbf u\cdot\mathsf P\cdot\mathbf u\approx s^2u^2/3\), and the leading part of (5) cancels. Individual merges still err in both directions.

The tuned rate error is far below the 20% of the single cluster. Much of this is cancellation between groups: the positive group errors add up to \(+1.22\%\) of the total rate and the negative ones to \(-1.19\%\). The table is one draw of particles and directions, and both of the last two rate errors happen to be small in it. Over 80 independent draws the root-mean-square rate error is about 1.0% for random directions and 0.3% for tuned ones, and the tuned error is the smaller of the two in about four draws out of five.

## Beside a real discharge

An electron temperature of 3 eV and a density of \(10^{16}\ \text{m}^{-3}\) are rough typical values for a low-pressure radio-frequency processing discharge. They give a Debye length of 0.129 mm, so the example cluster, 0.08 mm long in \(x\), fits within one along that axis. A cube one Debye length on a side holds only about \(2\times10^4\) electrons at this density, so the \(10^6\) electrons of the cluster imply a cell far wider across \(x\), as in a one-dimensional simulation. The 12 eV threshold is a round number close to the lowest electronic excitation energy of argon, about 11.5 eV. Molecular gases also have much lower inelastic thresholds, for instance for vibrational excitation. Real discharges depart from the model in several ways. Their electron distributions need not be Maxwellian, which would alter the population table by an amount not computed here. Real cross sections are not linear above threshold. Electrons to be merged do not share one position; for the assumed ion density this costs 5.3 meV, or about 0.04% of the mean energy of the cluster. The largest effect sized for the tuned cluster is the 20% rate error at the threshold. Under these conditions a velocity-cell boundary placed at the threshold speed would keep the two sides from being mixed before the merge. The pair itself may still straddle the threshold, so its energies should be checked as well. The remaining values are in the numerical output.

## Calculated quantities

```
cluster: weight [1e5], velocity [1e6 m/s], energy [eV], x [mm]
1 | 2.2 0.3 0.1 | 14.044 | 0.01
2 | 1.9 -0.2 0.3 | 10.632 | 0.03
1 | 1.6 0.4 -0.2 | 7.846 | 0.05
3 | 2.0 0.1 -0.3 | 11.656 | 0.06
2 | 2.3 -0.1 0.2 | 15.181 | 0.08
1 | 1.8 0.5 0.4 | 10.376 | 0.09
energy at speed 1e6 m/s: 2.84282 eV
total weight: 10 x 1e5 electrons
mean velocity u: 2.0000 0.0900 0.0400 1e6 m/s
u^2, s^2: 4.0097, 0.1713 (1e6 m/s)^2
s: 0.4139 x 1e6 m/s
variance of v^2: 0.5972 (1e6 m/s)^4
4 s^2 u^2: 2.7474 (1e6 m/s)^4
mean v^4 before: 18.0780 (1e6 m/s)^4
mean energy, its spread: 11.886, 2.197 eV
mean squared energy before: 146.10 eV^2
inelastic threshold: 12.0 eV
rate before: 0.1603 x 1e6 m/s (scaled)
perpendicular: v^4 change -0.5972 (1e6 m/s)^4, -3.30 %
  energy^2 change -4.83 eV^2; rate 0.0000 x 1e6 m/s
parallel: v^4 change 2.1502 (1e6 m/s)^4, 11.89 %
  energy^2 change 17.38 eV^2; rate 0.4629 x 1e6 m/s
tuned: v^4 change 0.0000 (1e6 m/s)^4, 0.00 %
  energy^2 change 0.00 eV^2; rate 0.1932 x 1e6 m/s
direction-averaged v^4 change: 0.3186 (1e6 m/s)^4
tuned cos^2: 0.2174
tuned n: 0.4480 0.0202 0.8938
tuned v plus: 2.1854 0.0983 0.4099 1e6 m/s
tuned v minus: 1.8146 0.0817 -0.3299 1e6 m/s
tuned energies: 14.083, 9.689 eV
central v^4 change: -0.00652 (1e6 m/s)^4
small-cluster order: 2.000; cos^2 limit: 0.2472
Maxwellian, no drift, v^4 ratio: 0.6000
least drift energy at 3 eV: 1.125 eV
tuned, temperature along u: 0.241 -> 0.212 eV
tuned, energy flux change: -0.111 %
uncovered ion density: 1e+15 m^-3
potential energy lost: 5.293 meV/electron
relativistic part of energy: 0.429 meV
its shift, parallel pair: 0.0510 meV
density 1e+16 m^-3, Debye length 0.129 mm
population: 20000 -> 1137 particles, cell 0.5 x 1e6 m/s
merged clusters: 439, not tunable: 1
perpendicular: v^4 -2.7209 %, rate -11.32 %
parallel: v^4 5.1660 %, rate 18.98 %
random: v^4 -0.1743 %, rate -0.21 %
tuned: v^4 -0.0005 %, rate 0.03 %
```
